# One electron and two equal charges: where binding and metastability end

## The problem

One electron moves in the field of two fixed point charges $Z>0$ a distance $R$ apart. The charge need not be an integer; it is a parameter that can be raised continuously. The motion is non-relativistic, and Hartree atomic units are used. The total energy is

$$E(R)=E_{\rm el}(R)+\frac{Z^2}{R},$$

where $E_{\rm el}$ is the electronic ground-state energy. When the charges are drawn apart, the energy tends to that of a one-electron atom of nuclear charge $Z$ beside a bare charge, so $E(\infty)=-Z^2/2$. The ground state itself stays symmetric, with the electron found on either centre with probability one half.

Raising $Z$ strengthens both the attraction of the electron and the repulsion of the charges. Two questions follow.

1. Up to which charge $Z_b$ does $E(R)$ fall below $-Z^2/2$ at some distance?
2. Up to which charge $Z_m$ does $E(R)$ have a local minimum at all, even one above $-Z^2/2$?

Both questions concern the curve $E(R)$ for clamped nuclei. Whether a minimum holds a vibrational level, and how long such a level would live against tunnelling, depends on the nuclear masses and is not treated.

## A first estimate by scaling

Measure lengths in units of $1/Z$ by setting $\mathbf r=\mathbf s/Z$ and $\rho=ZR$. Then $\nabla_r^2=Z^2\nabla_s^2$ and $Z/r_i=Z^2/s_i$, so every term of the electronic Hamiltonian acquires the factor $Z^2$:

$$-\tfrac12\nabla_r^2-\frac{Z}{r_1}-\frac{Z}{r_2}=Z^2 h,\qquad h=-\tfrac12\nabla_s^2-\frac1{s_1}-\frac1{s_2}.$$

Let $\varepsilon(\rho)$ be the lowest eigenvalue of $h$, with unit charges a distance $\rho$ apart. The repulsion is $Z^2/R=Z^3/\rho$, hence

$$E=Z^2\left[\varepsilon(\rho)+\frac Z\rho\right].\tag{1}$$

The repulsion carries one more power of $Z$ than the electronic energy, so it must win for large $Z$. Since $\varepsilon(\rho)$ does not contain $Z$, both thresholds are pure numbers fixed by this one function.

For a rough value, leave the electron in the undisturbed 1s state of one centre. Seen from outside, its cloud acts as a unit point charge, so $\varepsilon\approx-\tfrac12-1/\rho$ and

$$E+\frac{Z^2}{2}\approx\frac{Z^2(Z-1)}{\rho}.\tag{2}$$

This is attractive for $Z<1$ and repulsive for $Z>1$. The estimate is therefore $Z_b\approx Z_m\approx1$.

One half of it can be made firm. The 1s state is an admissible trial function, so $\varepsilon\le-\tfrac12-\langle1/s_2\rangle$. By the shell theorem, $\rho\langle1/s_2\rangle$ is at least the fraction of the cloud within $\rho$ of its own centre, and this fraction tends to 1. Binding therefore occurs for every $Z<1$, and $Z_b\ge1$. The estimate cannot tell the two thresholds apart, because it ignores every change of the cloud.

## The exact solution

### Two functions that contain the answers

By (1), $E<-Z^2/2$ means $\varepsilon+Z/\rho<-\tfrac12$. Multiplying by $\rho>0$ gives

$$Z<G(\rho),\qquad G(\rho)=-\rho\left[\varepsilon(\rho)+\tfrac12\right].\tag{3}$$

Binding occurs if this holds at some distance, so $Z_b=\max G$. Solving (3) for $\varepsilon$ and inserting it in (1) also gives

$$E+\frac{Z^2}{2}=\frac{Z^2\,[Z-G(\rho)]}{\rho},\tag{4}$$

which is the estimate (2) with 1 replaced by the true $G$.

For the minimum, differentiate the bracket in (1):

$$\frac{d}{d\rho}\left(\varepsilon+\frac Z\rho\right)=\varepsilon'-\frac{Z}{\rho^2}=\frac{F(\rho)-Z}{\rho^2},\qquad F=\rho^2\varepsilon'.\tag{5}$$

Where $F$ rises through $Z$, the slope of $E$ changes from negative to positive and there is a minimum. Where $F$ falls through $Z$, there is a barrier top. If $Z>\max F$, the energy falls at every distance and no minimum exists. If $Z<\max F$, the slope is positive at the peak of $F$, while at small $\rho$ it is negative because $F\le2\rho$ (shown below); a minimum lies between. Hence $Z_m=\max F$.

The two functions are linked. From (3), $G'=-(\varepsilon+\tfrac12)-\rho\varepsilon'$, and multiplication by $\rho$ gives

$$\rho G'=G-F.\tag{6}$$

At the peak of $G$ the two are equal, so $F$ takes the value $Z_b$ there. It follows that $Z_m\ge Z_b$.

### What $F$ measures

Hold charge 1 fixed and move charge 2 outward along the axis. By the Hellmann–Feynman theorem the change of the normalized eigenstate does not contribute to $\varepsilon'$, and only $-1/s_2$ depends on the position of charge 2:

$$\varepsilon'=\left\langle\frac1{s_2^2}\frac{\partial s_2}{\partial\rho}\right\rangle=\left\langle\frac{\cos\theta}{s_2^2}\right\rangle,$$

where $\theta$ is the angle at charge 2 between the directions to the electron and to charge 1. This is the electron's inward pull on charge 2. Thus $F=\rho^2\langle\cos\theta/s_2^2\rangle$ is the charge that would exert the same pull if it sat at the other nucleus. Equilibrium requires this effective charge to equal $Z$. It may exceed 1, because an electron between the nuclei is closer than $\rho$: a point electron at the midpoint would give $\rho^2/(\rho/2)^2=4$. The ground-state density is symmetric, so $F$ has two sources: the half of the density nearer charge 1, and the half nearer charge 2, which is shifted towards charge 1. At long distance each supplies about $\tfrac12$; at $\rho=4.33$ bohr they supply 0.56 and 0.88.

A second form follows from $\mathbf s=\rho\,\mathbf t$, which fixes the nuclei at unit separation. The kinetic energy then carries $\rho^{-2}$ and the attraction $V=-1/s_1-1/s_2$ carries $\rho^{-1}$. Differentiating these explicit factors gives $\varepsilon'=-(2\langle T\rangle+\langle V\rangle)/\rho$. With $\langle T\rangle+\langle V\rangle=\varepsilon$,

$$F=\rho\left(\langle V\rangle-2\varepsilon\right)=-\rho\left(\varepsilon+\langle T\rangle\right).\tag{7}$$

### Short and long distances

Write $h$ as the mean of two one-centre problems:

$$h=\tfrac12\left(-\tfrac12\nabla^2-\frac2{s_1}\right)+\tfrac12\left(-\tfrac12\nabla^2-\frac2{s_2}\right).$$

Each bracket is an atom of charge 2 and has no expectation value below $-2$, so $\varepsilon\ge-2$. Then (3) gives $G\le3\rho/2$. Since $\langle T\rangle\ge0$, (7) gives $F\le-\rho\varepsilon\le2\rho$. Neither function can reach a value above 1 at very short distance.

At long distance the ground state is the even combination of two arrangements, and up to exponentially small terms its energy is that of either one. In each, the electron sits near one centre and feels the other as a distant unit charge. The leading energy is $-\tfrac12-1/\rho$. The next effect is polarization by the field $f=1/\rho^2$, with perturbation $-fs\cos\theta_1$, where $s=s_1$ and $\theta_1$ is measured from the axis towards the other charge. For $\psi_0=e^{-s}/\sqrt\pi$, the first-order correction obeys

$$\left(-\tfrac12\nabla^2-\frac1s+\tfrac12\right)\psi_1=fs\cos\theta_1\,\psi_0.$$

Insert $\psi_1=f\,u(s)\cos\theta_1\,\psi_0$. The radial equation becomes

$$-\tfrac12u''+u'-\frac{u'}s+\frac u{s^2}=s.$$

With $u=s+s^2/2$ the left side is $-\tfrac12+(1+s)-(1/s+1)+(1/s+\tfrac12)=s$, as required. The 1s averages are $\langle s^2\rangle=3$ and $\langle s^3\rangle=15/2$, and the angular average of $\cos^2\theta_1$ is $1/3$. The second-order energy is

$$-\frac{f^2}{3}\left\langle s^2+\frac{s^3}2\right\rangle=-\frac{f^2}{3}\left(3+\frac{15}4\right)=-\frac{9}{4\rho^4}.$$

To this order in $1/\rho$, (3) and (5) give

$$G\approx1+\frac{9}{4\rho^3},\qquad F\approx1+\frac9{\rho^3}.\tag{8}$$

Sharing the electron between the two equivalent centres adds terms that decay exponentially. Both functions lie below 1 at very short distance and approach 1 from above at long distance, so each reaches its maximum at a finite distance, and both maxima exceed 1.

### The electronic energy

The function $\varepsilon(\rho)$ follows from separation in $\xi=(s_1+s_2)/\rho\ge1$ and $\eta=(s_1-s_2)/\rho$, with $|\eta|\le1$. The coordinate along the axis is $\rho\xi\eta/2$, and the distance from the axis is $(\rho/2)\sqrt{(\xi^2-1)(1-\eta^2)}$. The scale factors are

$$h_\xi=\frac\rho2\sqrt{\frac{\xi^2-\eta^2}{\xi^2-1}},\quad h_\eta=\frac\rho2\sqrt{\frac{\xi^2-\eta^2}{1-\eta^2}},\quad h_\phi=\frac\rho2\sqrt{(\xi^2-1)(1-\eta^2)}.$$

Their product is $(\rho/2)^3(\xi^2-\eta^2)$, while $h_\eta h_\phi/h_\xi=(\rho/2)(\xi^2-1)$ and $h_\xi h_\phi/h_\eta=(\rho/2)(1-\eta^2)$. The ground state does not depend on the azimuth, so

$$\nabla^2=\frac{4}{\rho^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right].$$

Since $s_{1,2}=\rho(\xi\pm\eta)/2$, the attraction is $1/s_1+1/s_2=4\xi/[\rho(\xi^2-\eta^2)]$. Multiply $(\varepsilon-h)\psi=0$ by $\rho^2(\xi^2-\eta^2)/2$ and set $p^2=-\varepsilon\rho^2/2$:

$$\left[\partial_\xi(\xi^2-1)\partial_\xi+2\rho\xi-p^2\xi^2\right]\psi+\left[\partial_\eta(1-\eta^2)\partial_\eta+p^2\eta^2\right]\psi=0.\tag{9}$$

With $\psi=X(\xi)Y(\eta)$, $Y$ is an eigenfunction of the second bracket with some eigenvalue $A$, and $X$ is an eigenfunction of the first with eigenvalue $-A$.

The ground state belongs to the highest eigenvalue of each bracket. To see this, note that the expectation value of the summed operator, taken with $d\xi\,d\eta$, is a positive constant times $\langle\psi|\varepsilon-h|\psi\rangle$, because the volume element supplies the factor $\xi^2-\eta^2$. At the ground-state energy this is never positive, and it vanishes for the ground state. The highest eigenvalue of the sum is then zero. As a function of $p$ this eigenvalue has slope $-2p\langle\xi^2-\eta^2\rangle<0$, so there is one root. It lies between $p=\rho/2$ and $p=\rho$, because $-2\le\varepsilon\le-\tfrac12$.

Each bracket becomes a small matrix in a suitable basis: Laguerre functions $e^{-x/2}L_n(x)$ with $x=2p(\xi-1)$, and Legendre polynomials of even degree in $\eta$. The same eigenvectors give $\langle V\rangle=-(4/\rho)\langle\xi\rangle/\langle\xi^2-\eta^2\rangle$, with averages over $d\xi\,d\eta$, and then $F$ from (7).

### The thresholds

| $\rho$ (bohr) | $\varepsilon$ (hartree) | $G$ | $F$ |
|---|---|---|---|
| 1 | −1.4518 | 0.952 | 0.479 |
| 2 | −1.1026 | 1.205 | 1.001 |
| 3 | −0.9109 | 1.233 | 1.308 |
| 4 | −0.7961 | 1.184 | 1.432 |
| 6 | −0.6786 | 1.072 | 1.320 |
| 8 | −0.6276 | 1.021 | 1.128 |

On a scan from $\rho=0.5$ to 25 bohr each function has a single peak. Shorter distances are excluded by the bounds above, and longer ones are covered by the leading law (8).

The peak of $G$ lies at $\rho_b=2.6997$ bohr, where $\varepsilon=-0.958075$ hartree. Therefore

$$Z_b=2.6997\times(0.958075-0.5)=1.237,\qquad R=\frac{\rho_b}{Z_b}=2.183\ \text{bohr}.$$

The peak of $F$ lies at $\rho_m=4.332$ bohr:

$$Z_m=1.439,\qquad R=\frac{\rho_m}{Z_m}=3.010\ \text{bohr}.$$

An independent calculation diagonalized the Hamiltonian in Gaussian functions on both centres, at the actual $Z$ and $R$, without scaling or separation. Its energy curves give the thresholds 1.2366 and 1.4391. The numerical output follows the text.

### A charge between the thresholds

Take $Z=1.3$, with dissociation limit $-1.3^2/2=-0.845$ hartree. The condition $F=1.3$ has two roots. The inner one, $\rho=2.9623$ bohr, is the well at $R=2.279$ bohr. There $\varepsilon=-0.916428$ hartree, so the energy above dissociation is

$$1.69\left(-0.916428+\frac{1.3}{2.9623}+0.5\right)=0.0379\ \text{hartree}=1.03\ \text{eV}.$$

The outer root, $\rho=6.1781$ bohr, is the barrier top at $R=4.752$ bohr. With $\varepsilon=-0.672342$ hartree,

$$1.69\left(-0.672342+\frac{1.3}{6.1781}+0.5\right)=0.0644\ \text{hartree}=1.75\ \text{eV}.$$

Seen from the well, the barrier is 0.0265 hartree, or 0.72 eV. The minimum is well formed although the separated system has lower energy.

The same procedure for other charges gives the following table, with distances in bohr and energies above dissociation in hartree.

| $Z$ | $R$ (well) | Energy (well) | $R$ (top) | Energy (top) |
|---|---|---|---|---|
| 1.0 | 1.997 | −0.1026 | none | none |
| 1.1 | 2.053 | −0.0672 | 7.675 | 0.0121 |
| 1.2 | 2.140 | −0.0201 | 5.938 | 0.0331 |
| 1.3 | 2.279 | 0.0379 | 4.752 | 0.0644 |
| 1.4 | 2.558 | 0.1047 | 3.710 | 0.1091 |

The barrier appears as soon as $Z$ exceeds 1, well before binding ends, because $F$ then falls through $Z$ on its way down to 1. At $Z_b$ the well merely passes the level of the separated system and remains a minimum. At $Z_m$ the well itself is lost. For integer charges, $Z=1$ binds, and no $Z\ge2$ gives a minimum.

### How the minimum vanishes

Near its peak, $F\approx Z_m-\tfrac12k(\rho-\rho_m)^2$. Let $\delta=Z_m-Z$ be small and positive. Well and barrier top then lie at $\rho_m\mp w$, with $w=\sqrt{2\delta/k}$. Integrating (5) between them, with $1/\rho^2$ held at its value at $\rho_m$, gives the barrier seen from the well:

$$\Delta E\approx\frac{Z^2}{\rho_m^2}\int_{-w}^{w}\left(\delta-\frac{kx^2}{2}\right)dx=\frac{Z^2}{\rho_m^2}\left(2\delta w-\frac{kw^3}{3}\right)=\frac{4Z^2\delta}{3\rho_m^2}\sqrt{\frac{2\delta}{k}},\tag{10}$$

where $kw^2=2\delta$ was used in the last step. The barrier vanishes as $\delta^{3/2}$.

The computed curvature is $k=0.1246$ per bohr². For $\delta=0.001$, (10) gives $1.862\times10^{-5}$ hartree, against $1.863\times10^{-5}$ from the full curve. At $Z=1.4$, where $\delta=0.039$, it gives 0.0043 hartree, about 2 % below the 0.0044 hartree of the table.

## Comparison of the two

The estimate $Z\approx1$ has the right size. It lies 19 % below the computed $Z_b$ and 31 % below the computed $Z_m$. What it loses is the whole interval between the thresholds: an unchanged cloud on one centre gives $G=F=1$ at long distance, and the two questions then have the same answer.

Equation (4) shows where the estimate is usable. Its error in the energy is $Z^2(G-1)/\rho$, which becomes small at long distance, where $G$ approaches 1. ($G$ also passes through 1 near $\rho=1.11$ bohr, but there the energies merely cross: $F$ is 0.55, so the estimated force is wrong.) For $Z=1.3$, (2) gives $1.69\times0.3/6.1781=0.082$ hartree at the barrier top, 28 % above the computed 0.064. At the well it gives $1.69\times0.3/2.9623=0.171$ hartree, more than four times the computed 0.038. In energy, the outer side of the barrier is mainly the repulsion between a bare charge $Z$ and an ion of charge $Z-1$. The force approaches that repulsion only farther out: for $Z=1.3$ it is zero at the top, half the estimate at 1.25 times that distance, and 86 % of it at 1.6 times. The well is not described at all.

Polarization repairs part of this. At $\rho=25$ bohr the computed values of $\rho^3(F-1)$ and $\rho^3(G-1)$ are 9.10 and 2.27 bohr³, close to the 9 and 9/4 of (8). At $\rho_m$, however, (8) gives $F\approx1+9/4.332^3=1.11$, only a quarter of the excess over 1. Even at $\rho=12$ bohr it gives an excess of 0.005, while the computed one is 0.013. The rest at this distance comes almost entirely from the sharing of the electron between the centres, which (8) leaves out. To see this, compare the lowest state that is odd under exchange of the centres, obtained with Legendre polynomials of odd degree. It has the same polarization terms, while its leading sharing term has the opposite sign. At $\rho=12$ bohr half the difference between the two values of $F$ is 0.0073, against a missing excess of 0.0076. At $\rho_m$ half the difference is 0.55, more than the whole excess of 0.44, so there the two effects can no longer be treated as separate small corrections.

In terms of forces, the comparison reads as follows. An unchanged electron cloud on one centre pulls the far charge at most like a charge of 1, so it can offset the repulsion from at most a unit charge on its own centre. The true cloud, which adjusts to both centres, pulls at best like a charge of 1.44, and beyond that value no distance exists at which the repulsion is held.

## Table of computed values

```
Scaled functions (rho in bohr, eps in hartree, G and F in units of e):
  rho=  1.0  eps=-1.451786  G=0.95179  F=0.47904
  rho=  2.0  eps=-1.102634  G=1.20527  F=1.00115
  rho=  3.0  eps=-0.910896  G=1.23269  F=1.30803
  rho=  4.0  eps=-0.796085  G=1.18434  F=1.43188
  rho=  5.0  eps=-0.724420  G=1.12210  F=1.41459
  rho=  6.0  eps=-0.678636  G=1.07181  F=1.31972
  rho=  8.0  eps=-0.627570  G=1.02056  F=1.12771
  rho= 12.0  eps=-0.583502  G=1.00202  F=1.01285
Peak of G: rho_b = 2.6997 bohr, Z_b = 1.23667 e
eps at rho_b = -0.958075 hartree, F at rho_b = 1.23667 e
R at Z_b = 2.1830 bohr
Peak of F: rho_m = 4.3317 bohr, Z_m = 1.43909 e
eps at rho_m = -0.768585 hartree
R at Z_m = 3.0100 bohr
Energy above dissociation at Z_m, rho_m = 0.13180 hartree
Pull at rho_m by density quadrature = 1.43909 e
Direct Gaussian thresholds: Z_b = 1.2366 e, Z_m = 1.4391 e
rho^3 (F-1) at rho = 25 bohr: 9.102 bohr^3
rho^3 (G-1) at rho = 25 bohr: 2.266 bohr^3
Example Z = 1.3 e, dissociation limit = -0.84500 hartree
  well: rho = 2.9623 bohr, R = 2.2787 bohr
  eps at well = -0.916428 hartree
  total energy at well = -0.807110 hartree
  same from Gaussians = -0.807087 hartree
  barrier top: rho = 6.1781 bohr, R = 4.7524 bohr
  eps at barrier top = -0.672342 hartree
  well above dissociation = 0.03789 hartree = 1.031 eV
  top above dissociation = 0.06435 hartree = 1.751 eV
  barrier from the well = 0.02646 hartree = 0.720 eV
Regimes (Z in e, R in bohr, energies above dissociation in hartree):
  Z=1.0  R_well=1.9972  E_well=-0.10263  no barrier
  Z=1.1  R_well=2.0533  E_well=-0.06717  R_top=7.6746  E_top=+0.01212
  Z=1.2  R_well=2.1402  E_well=-0.02006  R_top=5.9377  E_top=+0.03311
  Z=1.3  R_well=2.2787  E_well=+0.03789  R_top=4.7524  E_top=+0.06435
  Z=1.4  R_well=2.5578  E_well=+0.10466  R_top=3.7101  E_top=+0.10905
Fold curvature k = 0.1246 e/bohr^2
Barrier at Z_m - 0.001 e: computed 1.8629e-05 hartree, fold law 1.8621e-05 hartree
```
